# Why zero residuals at four corner marks do not prove linear distortion

**Q:** I measured overlay at the four corner marks of an exposure field and fitted the usual six-parameter linear model. The residuals are zero at all four marks, in both components. So the distortion is linear, and once I feed the fitted parameters back as a correction, the whole field is aligned. Is there anything left to check?

**A:** First count what the fit was able to refuse. Put the origin at the field centre, with the marks at $(\pm a,\pm b)$. Let $\mathbf d=(d_x,d_y)$ be the displacement of the upper layer relative to the lower one. Your model is

$$d_x=t_x+m_{xx}x+m_{xy}y,\qquad d_y=t_y+m_{yx}x+m_{yy}y .$$

No parameter is shared between the components, so each is a separate fit of three parameters to four readings.

**Q:** Four readings against three parameters still leaves one check per component, and mine came out at zero twice.

**A:** Yes, so let us see what that one check looks at. Call the readings of one component $f_{++},f_{+-},f_{-+},f_{--}$, where the signs are those of $x$ and $y$. In this order, the model can produce any combination of

$$(1,1,1,1),\qquad a\,(1,1,-1,-1),\qquad b\,(1,-1,1,-1).$$

The vector $\mathbf s=(1,-1,-1,1)$, which is the sign of $xy$, is orthogonal to all three. Four readings form a four-dimensional space, so $\mathbf s$ is the one direction that the model cannot reach. A least-squares residual is the projection of the data onto the unreachable directions. Since $\mathbf s\cdot\mathbf s=4$, the residual vector is

$$c\,\mathbf s,\qquad c=\tfrac14\left(f_{++}-f_{+-}-f_{-+}+f_{--}\right).$$

Zero residuals say that $c=0$ for each component. They say nothing else.

**Q:** But a curved distortion would surely give a nonzero $c$.

**A:** Evaluate the curved terms at the marks, where $x^2=a^2$ and $y^2=b^2$. The second-order terms $x^2$ and $y^2$ become constants, which the fit takes for a translation. The third-order terms become

$$x^3=a^2x,\qquad xy^2=b^2x,\qquad x^2y=a^2y,\qquad y^3=b^2y .$$

Each of them looks like a linear term. Up to third order, $xy$ alone produces a residual.

**Q:** Then give me one definite displacement that is not linear and that my fit would accept as something ordinary.

**A:** Take a radial cubic distortion centred on the field,

$$\mathbf d=k\,r^2\,(x,y),\qquad r^2=x^2+y^2 .$$

All four corners lie at the same radius $R$, with $R^2=a^2+b^2$. At every mark, therefore,

$$\mathbf d=kR^2\,(x,y)=M\,(x,y),\qquad M=kR^2 .$$

This is a pure magnification, equal in $x$ and $y$, with no translation and no rotation. The model reproduces all eight readings, and since a linear function is fixed by its values at the four corners, the fit has no other choice.

**Q:** And if I apply that magnification as a correction, what remains inside the field?

**A:** Assume that the correction removes the fitted displacement and does nothing else. The error left is

$$\mathbf e=\mathbf d-M(x,y)=k\,(r^2-R^2)\,(x,y).$$

It vanishes at the corners and at the centre. Elsewhere in the field $r<R$, so for $k>0$ the error points inward: the correction has removed more than was there. The reason is that the true ratio of displacement to radius is $kr^2$, which is small near the centre, while the correction applies the corner value $kR^2$ everywhere. For $k<0$ all the arrows reverse.

The size of the error is $|k|\,g(r)$ with $g(r)=r(R^2-r^2)$. Setting the derivative to zero,

$$g'(r)=R^2-3r^2=0\quad\Rightarrow\quad r=\frac{R}{\sqrt3},$$

and inserting this radius,

$$|\mathbf e|_{\max}=|k|\,\frac{R}{\sqrt3}\left(R^2-\frac{R^2}{3}\right)=\frac{2|k|R^3}{3\sqrt3}.$$

This radius is reached in any rectangular field. The larger half-width is at least $R/\sqrt2$, which exceeds $R/\sqrt3$. Relative to the corner displacement $|k|R^3$, the hidden maximum is $2/(3\sqrt3)$, about 38%.

**Q:** Put numbers on it. If it is a fraction of a nanometre, I shall not worry.

**A:** Take a stepper that exposes a 22 mm square field at rest, so $a=b=11$ mm and $R=15.556$ mm, and choose $k=0.008$ nm/mm³. One nm/mm is one part per million (ppm), so

$$M=kR^2=0.008\times(121+121)=1.936\ \text{ppm}.$$

The corner displacement is $1.936\times15.556=30.12$ nm. The largest hidden error is 38% of that, 11.59 nm, on a circle of radius $15.556/\sqrt3=8.98$ mm, which lies wholly inside this field.

Look at the point $(5.5,0)$ mm. The true shift is $0.008\times5.5^3=1.33$ nm. The correction removes $1.936\times5.5=10.65$ nm. What remains is $-9.32$ nm, seven times the error that was there before you corrected it. The numerical output lists further points.

**Q:** So at that point I would have done better to leave the field alone. Surely the correction still helps on average?

**A:** For this distortion it does not. Correct with a general magnification $m$ and average the squared error uniformly over the square:

$$E(m)=\left\langle (kr^2-m)^2r^2\right\rangle=k^2\langle r^6\rangle-2km\langle r^4\rangle+m^2\langle r^2\rangle .$$

The one-dimensional averages are $\langle x^2\rangle=a^2/3$, $\langle x^4\rangle=a^4/5$ and $\langle x^6\rangle=a^6/7$, and the same for $y$. Expanding the powers of $x^2+y^2$ gives

$$\langle r^2\rangle=\frac{2a^2}{3},\qquad \langle r^4\rangle=\frac{2a^4}{5}+\frac{2a^4}{9}=\frac{28a^4}{45},$$

$$\langle r^6\rangle=\frac{2a^6}{7}+6\cdot\frac{a^4}{5}\cdot\frac{a^2}{3}=\frac{24a^6}{35}.$$

The parabola $E(m)$ has its minimum at

$$m_0=k\,\frac{\langle r^4\rangle}{\langle r^2\rangle}=\frac{14}{15}\,ka^2,$$

and completing the square turns it into

$$E(m)=\frac{496}{4725}\,k^2a^6+\frac{2a^2}{3}\,(m-m_0)^2 .$$

The first term is $k^2\left(\langle r^6\rangle-\langle r^4\rangle^2/\langle r^2\rangle\right)$. No correction means $m=0$, at a distance $\tfrac{14}{15}ka^2$ from the minimum. The corner fit has $m=2ka^2$, at a distance $\tfrac{16}{15}ka^2$ on the other side, and so it is slightly worse. The root-mean-square (rms) vector errors are 8.82 nm without correction and 9.89 nm with the corner correction.

**Q:** That is a narrow margin. Does it survive if the field also has a genuine magnification error?

**A:** Not in general. Add a true linear part $\mu(x,y)$. The corner fit absorbs it completely, so the error after correction stays as it was. Without correction, the best magnification to remove is now $m_0+\mu$, and removing nothing puts you at the distance $|m_0+\mu|$. The corner correction wins when this exceeds $\tfrac{16}{15}ka^2$. For $k>0$ and $\mu>0$ that means

$$\mu>\frac{2}{15}\,ka^2=\frac{M}{15},$$

where $M=2ka^2$ is the false magnification alone. Here the threshold is $1.936/15=0.13$ ppm. Silicon expands by roughly 2.6 ppm/K, so a wafer that was 0.1 K warmer during the exposure of the lower layer than during that of the upper one contributes $\mu=+0.26$ ppm, because the lower pattern shrinks as the wafer cools. This already reverses the ranking. What does not change is the hidden error: its maximum remains 11.59 nm. The corner fit then reports 2.196 ppm, and nothing in the four readings tells you that 0.26 ppm of it is real magnification and 1.936 ppm is the cubic.

**Q:** Suppose I had marks all over the field and still used a linear model. Would that solve the problem?

**A:** It would reduce the rms error without making the distortion linear. For the pure cubic, $d_x$ is odd in $x$ and even in $y$, and $d_y$ is the reverse. The translations and cross slopes of a fit to a symmetric grid of marks therefore vanish, and by the symmetry of the square both magnifications are equal. In the limit of very many marks spread evenly over the field, which I call the whole-field fit, they equal $m_0$, which is 0.903 ppm here. The rms error falls to 3.45 nm.

The price is paid at the corners. There the error is

$$\left(2-\frac{14}{15}\right)ka^2\cdot\sqrt2\,a=\frac{16\sqrt2}{15}\,ka^3=16.06\ \text{nm},$$

which is larger than the 11.59 nm maximum of the corner fit. If the criterion is the rms over the field, the whole-field fit is better. If it is the largest error anywhere, the corner fit is better of the two. An evenly spaced coarse grid whose outer marks reach the edges of the field lies between them in magnification and can beat both on this second criterion: $5\times5$ evenly spaced marks reaching the edges give 1.307 ppm and a largest error of 9.79 nm. With dense marks, however, you would see the residuals and know that the model fails.

**Q:** I cannot have marks everywhere. I could add one at the centre, as far from the corners as possible.

**A:** For this distortion the centre mark is useless. The cubic displacement is zero there, and so is the displacement $M(x,y)$ predicted by the corner fit, so all five residuals are still zero.

Put the fifth mark at the middle of an edge, $(a,0)$, instead. The true shift is $d_x=ka^3$, while the corner fit predicts $k(a^2+b^2)a$. The miss is

$$\delta=ka^3-k(a^2+b^2)a=-kab^2,$$

or $-10.65$ nm in the example.

**Q:** I would refit with all five marks, though. Does the fit then hide the miss again?

**A:** Partly. Subtract the old corner fit, so that the $x$ data are zero at the corners and $\delta$ at the new mark. The layout is symmetric in $y$, so the extra fit has the form $p+u\,x/a$. The five values of $x/a$ are $1,1,-1,-1,1$; their sum is 1 and the sum of their squares is 5. The normal equations are

$$5p+u=\delta,\qquad p+5u=\delta ,$$

with the solution $p=u=\delta/6$. The extra fit is $\delta/3$ at $x=a$ and zero at $x=-a$. The residual at the new mark is therefore $\delta-\delta/3=2\delta/3=-7.10$ nm. At the two near corners it is $-\delta/3=3.55$ nm, and at the two far corners it is zero. The largest residual understates the miss by a third, but it can no longer be overlooked.

**Q:** My real readings have noise of about 1 nm, and my marks are not perfectly placed. Would those imperfections not have given the cubic away at the four corners?

**A:** They produce residuals, but small ones.

Take independent noise of standard deviation $\sigma=1$ nm in each component of each mark. The variance of $c$ is $4\sigma^2/16$, so the rms corner residual is $\sigma/2=0.50$ nm. In practice, this is what "zero" means.

Now move one mark inward by 0.5 mm along $x$ and fit it at its real position. Near the corner, the $x$ component of the hidden error changes at the rate

$$\frac{\partial}{\partial x}\left[k(r^2-R^2)x\right]=k(r^2-R^2)+2kx^2=2ka^2\quad\text{at } r=R,\ x=a .$$

The mark misses the old fit by about $2\times0.008\times121\times0.5=0.97$ nm, of which a quarter appears as residual. The $y$ component of the hidden error changes at the rate $2kxy$, which has the same size at the corner. The full fit gives residuals of 0.23 nm in $x$ and 0.24 nm in $y$.

Finally, let the optical axis lie a distance $q=0.1$ mm off centre along $y$. Then $d_x=k\left[x^2+(y+q)^2\right]x$ contains the term $2kq\,xy$, the one kind that the corners detect. The residual is $2kqa^2=0.19$ nm.

Both effects are below the noise residual of 0.50 nm, while the largest hidden error stays within 0.3 nm of 11.59 nm in either case.

**Q:** How close is this example to a real machine?

**A:** A static 22 mm field with distortions of tens of nanometres is a rough picture of an i-line stepper. Overlay compares two exposures, so $k$ stands for the difference between the cubic coefficients of the two layers; if both are exposed through the same lens in the same state, most of it cancels. Real lenses also have terms of higher order and terms without radial symmetry. A fifth-order radial term is just as invisible at the corners, because $r^4=R^4$ there. If its corner displacement is 20% of the cubic one, the hidden maximum becomes 14.71 nm for equal signs and 8.55 nm for opposite signs. The example also assumes static exposure, which does not hold for a scanner.

**Q:** What does scanning change?

**A:** Each point of the wafer passes through the slit along $y$ and receives the average of the lens displacement over the slit height, from $-h$ to $h$. Assume uniform weight and a centred slit. Since $\langle y'^2\rangle=h^2/3$ and odd powers of $y'$ average to zero,

$$d_x=k\left(x^3+\frac{h^2}{3}x\right),\qquad d_y=0 .$$

The corner fit again has zero residuals. It reports a magnification $k(a^2+h^2/3)$ in $x$ alone, and subtracting it leaves

$$e_x=kx\,(x^2-a^2).$$

The slit height has dropped out. The same maximisation as before, with $a$ in place of $R$, gives $2|k|a^3/(3\sqrt3)$. With $k$ and $a$ held at their earlier values this is 4.10 nm, about a third of the static result.

**Q:** That is better, and I could use a full $3\times3$ grid of marks to be safe.

**A:** Look at where $e_x$ vanishes: at $x=-a$, $0$ and $a$. Those are the three columns of your grid. All nine marks would report zero residuals while 4.10 nm remains between the columns. The static radial cubic would be caught by this grid, because of its edge midpoints; the scanned one is not.

Four marks in one row are enough to expose $x^3$. Along a row, $x^3$ minus a linear function is a cubic polynomial, and it has at most three real zeros. On an evenly spaced $4\times4$ grid, with columns at $\pm a$ and $\pm a/3$, the fitted slope for $kx^3$ is

$$k\,\frac{\sum x^4}{\sum x^2}=ka^2\,\frac{1+1/81}{1+1/9}=\frac{41}{45}\,ka^2 .$$

The residual at $x=a/3$ is then

$$ka^3\left(\frac1{27}-\frac{41}{135}\right)=-\frac{4}{15}\,ka^3,$$

or 2.84 nm in size, the largest on the grid.

**Q:** Then a $4\times4$ grid with zero residuals finally proves that the distortion is linear?

**A:** It does so if you may assume that the distortion is a polynomial of at most third order. Such a polynomial has ten coefficients per component, and the $4\times4$ grid determines all ten. The $3\times3$ grid determines eight combinations, because on it $x^3=a^2x$ and $y^3=a^2y$. The four corners determine four.

Without that assumption the proof fails again. The fourth-order function $(x^2-a^2)(x^2-a^2/9)$ vanishes on all sixteen marks. More generally, for any finite set of marks $(x_i,y_i)$, the function

$$\prod_i\left[(x-x_i)^2+(y-y_i)^2\right]$$

is zero at every mark and positive everywhere else. Any multiple of it can be added to a linear displacement without changing a single reading.

**Q:** So what may I write in my report about the four corners?

**A:** Write that the corner readings are consistent with a linear model, and that the $xy$ term is zero within the noise if terms above third order are negligible. Claim nothing about the interior from these marks alone. To support a linear model there, first name the class of distortions you consider possible, from what you know of the lens and the exposure mode, and then place marks that can tell its members apart. A residual well above the noise can refute the linear model; a zero residual counts in its favour only against the alternatives that those marks could have seen.

## Computed values

```
field half-width a = 11.0 mm, corner radius R = 15.556 mm
cubic coefficient k = 0.0080 nm/mm^3
fitted magnification M = 1.936 ppm
corner displacement size = 30.12 nm
corner residuals below 1e-10 nm: True
largest hidden error = 11.59 nm
radius of largest hidden error = 8.98 mm
point (mm): true x-shift, fitted x-shift, x-error, error size (nm)
  (0.0, 0.0): 0.00, 0.00, 0.00, 0.00
  (5.5, 0.0): 1.33, 10.65, -9.32, 9.32
  (5.5, 5.5): 2.66, 10.65, -7.99, 11.29
  (11.0, 0.0): 10.65, 21.30, -10.65, 10.65
  (11.0, 11.0): 21.30, 21.30, 0.00, 0.00
rms error, no correction = 8.82 nm
rms error, corner correction = 9.89 nm
rms error, whole-field linear fit = 3.45 nm
whole-field magnification = 0.903 ppm
whole-field fit, largest error = 16.06 nm
centre mark added: residuals below 1e-10 nm: True
edge mark, miss from corner fit = -10.65 nm
edge mark, residual after refit = -7.10 nm
near corners, residual after refit = 3.55 nm
2x2 marks determine 4 of 10 terms
3x3 marks determine 8 of 10 terms
4x4 marks determine 10 of 10 terms
slit half-height = 4.0 mm
scanned field, magnification in x = 1.011 ppm
scanned field, largest hidden error = 4.10 nm
scanned, 3x3 residuals below 1e-10 nm: True
scanned, 4x4 largest residual = 2.84 nm
mark noise = 1.0 nm per component
noise: rms corner residual = 0.50 nm
noise: fit error at (R/sqrt3, 0) = 0.64 nm
one mark inset 0.5 mm: largest residual = 0.24 nm
axis off centre 0.1 mm: residual = 0.19 nm
fifth-order share +0.2: hidden max = 14.71 nm
fifth-order share -0.2: hidden max = 8.55 nm
silicon expansion (rough) = 2.6 ppm/K
wafer warmer by 0.1 K: added M = 0.26 ppm
wafer warmer: corner shift = 4.04 nm
wafer warmer: fitted M = 2.196 ppm
wafer warmer: largest hidden error = 11.59 nm
```
